# Half the central density at a planar collisionless sheath edge: test program

```python
"""
Result under test: cold ions born at rest in a plane, quasineutral plasma with
Boltzmann electrons obey n = n0/(1+M^2), so n = n0/2 at the sheath edge M = 1.
If ions are produced at the rate nu*n, then nu*x/c = 2*arctan(M) - M.

Symbols: n density, n0 central density, u ion speed, c = sqrt(k*Te/m) with m the
ion mass, M = u/c, nu ionization frequency, L centre-to-edge distance.
Scaled units in the solvers: speed c, length c/nu, density n0, energy k*Te.
eta = -e*phi/(k*Te) is the scaled potential drop from the centre.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.special import dawsn

mach = np.linspace(1e-6, 1.0, 2001)


def presheath(source_power=0, birth_drag=1.0, cylinder=0, mfp=np.inf, side=0.0):
    """Integrate ion continuity and momentum with M as independent variable.

    Source per ion is n**source_power; mfp is the ion-neutral friction length;
    side is the fraction of produced ions lost sideways. Returns x(M), n(M).
    The two equations are linear in (ln n)' and u':
        u*(ln n)' + u' = r1,     (ln n)' + u*u' = r2.
    """
    def slopes(u, state):
        x, log_n = state
        source = np.exp(source_power * log_n)
        r1 = source - side - cylinder * u / x
        r2 = -birth_drag * source * u - u**2 / mfp
        denominator = u * r2 - r1
        return [(u**2 - 1) / denominator, (u * r1 - r2) / denominator]

    x_start = (1 + cylinder) * mach[0] / (1 - side)
    sol = solve_ivp(slopes, (mach[0], 1.0), [x_start, 0.0], t_eval=mach,
                    method="DOP853", rtol=1e-10, atol=1e-13)
    assert sol.success
    return sol.y[0], np.exp(sol.y[1])


# --- density law from the original equations, for three different sources ---
law = 1 / (1 + mach**2)
edge_positions = []
for power in (0, -1, 1):       # source ~ n, uniform source, source ~ n^2
    x_p, n_p = presheath(source_power=power)
    assert np.max(np.abs(n_p - law)) < 1e-7
    edge_positions.append(x_p[-1])
x_fluid, n_fluid = presheath()
assert np.max(np.abs(x_fluid - (2 * np.arctan(mach) - mach))) < 1e-7
x_edge = np.pi / 2 - 1
produced = np.trapezoid(n_fluid, x_fluid) if hasattr(np, "trapezoid") \
    else np.trapz(n_fluid, x_fluid)
assert abs(produced - 0.5) < 1e-5      # all ions produced leave at the edge
mean_density = produced / x_fluid[-1]
assert abs(mean_density - 1 / (np.pi - 2)) < 1e-5

# --- role of the birth drag, and of plane geometry ---
n_nodrag = presheath(birth_drag=0.0)[1]
assert np.max(np.abs(n_nodrag - np.exp(-mach**2 / 2))) < 1e-7
n_cylinder = presheath(cylinder=1)[1]
assert n_cylinder[-1] < 0.49           # the plane law must fail here

# --- example inputs (round values) ---
Te_eV, mass_u, n0_cm3 = 6.0, 40.0, 1e11
gap_cm, radius_cm = 10.0, 25.0
pressure_mTorr, gas_K, sigma_cm2 = 0.5, 400.0, 1e-14
mass = mass_u * sc.atomic_mass
c = np.sqrt(Te_eV * sc.e / mass)
L = gap_cm / 200
n0 = n0_cm3 * 1e6
nu = x_edge * c / L
debye = np.sqrt(sc.epsilon_0 * Te_eV / (n0 * sc.e))
n_gas = pressure_mTorr * 1e-3 * sc.torr / (sc.k * gas_K)
mfp = 1 / (n_gas * sigma_cm2 * 1e-4)
flux = 0.5 * n0 * c


# --- finite Debye length: ions, electrons and Poisson's equation ---
def poisson_sonic_point(eps):
    """Return x, n_i, n_e, field at M = 1; eps = Debye length * nu / c.
    Densities are in units of the central electron density."""
    ni0 = brentq(lambda q: q - 1 - 2 * eps**2 / q**2, 1.0, 2.0)
    a = 1 / ni0
    b = 2 * a**2
    s0 = 0.01
    ne_start = np.exp(-b * s0**2 / 2)
    start = [a * s0 * (ne_start + eps**2 * b), a * s0, b * s0**2 / 2, b * s0]

    def slopes(s, y):
        ion_flux, u, eta, field = y
        ni, ne = ion_flux / u, np.exp(-eta)
        return [ne, field / u - ne / ni, field, (ni - ne) / eps**2]

    def sonic(s, y):
        return y[1] - 1
    sonic.terminal = True
    sol = solve_ivp(slopes, (s0, 1.0), start, method="Radau",
                    events=sonic, rtol=1e-8, atol=1e-11)
    assert len(sol.t_events[0]) == 1
    ion_flux, u, eta, field = sol.y_events[0][0]
    return sol.t_events[0][0], ion_flux / u, np.exp(-eta), field


eps = debye * nu / c
xs, ni_s, ne_s, field_s = poisson_sonic_point(eps)
xs4, ni_s4, ne_s4, field_s4 = poisson_sonic_point(4 * eps)
assert abs(ni_s + ne_s - eps**2 * field_s**2 / 2 - 1) < 1e-5
assert abs(ni_s4 + ne_s4 - 16 * eps**2 * field_s4**2 / 2 - 1) < 1e-5
assert abs(ne_s - 0.5) < 0.02 and abs(xs - x_edge) < 0.02
assert abs(ne_s4 - 0.5) > 2 * abs(ne_s - 0.5)   # tends to one half


# --- kinetic ions: each falls freely from its own birthplace ---
def kernel(s):
    return 1 - 2 * s * dawsn(s)


for eta in (0.1, 0.4, 0.8):
    root = np.sqrt(eta)
    density = quad(lambda t: 2 / np.pi * kernel(root * np.sin(t)),
                   0, np.pi / 2)[0]
    momentum = quad(lambda t: 4 * eta / np.pi * np.cos(t)**2
                    * kernel(root * np.sin(t)), 0, np.pi / 2)[0]
    assert abs(density - np.exp(-eta)) < 1e-9
    assert abs(momentum + np.exp(-eta) - 1) < 1e-9
s_kin = brentq(kernel, 0.5, 1.2)
n_kin = np.exp(-s_kin**2)
flux_kin = 2 * np.sqrt(2) / np.pi * quad(kernel, 0, s_kin)[0]
x_kin = 2 * np.sqrt(2) / np.pi * quad(
    lambda s: kernel(s) * np.exp(s**2), 0, s_kin)[0]
mach_kin = flux_kin / n_kin
u2_kin = (1 - n_kin) / n_kin
assert n_kin < 0.5 and mach_kin > 1 and u2_kin > mach_kin**2

# --- friction and side loss for the example ---
x_fric = brentq(lambda X: presheath(mfp=mfp / L * X)[0][-1] - X, 0.2, 0.6)
n_fric = presheath(mfp=mfp / L * x_fric)[1][-1]
side_to_end = gap_cm / radius_cm       # wall-area ratio, equal edge densities
side_fraction = side_to_end / (1 + side_to_end)
n_side = presheath(side=side_fraction)[1][-1]
assert n_fric < 0.5 and n_side < 0.5
Ti_eV = sc.k * gas_K / sc.e

print("INPUTS")
print(f"electron temperature            {Te_eV:.1f} eV")
print(f"ion mass                        {mass_u:.0f} u")
print(f"central density                 {n0_cm3:.1e} cm^-3")
print(f"gap 2L                          {gap_cm:.1f} cm")
print(f"chamber radius                  {radius_cm:.1f} cm")
print(f"gas pressure                    {pressure_mTorr:.2f} mTorr")
print(f"gas temperature                 {gas_K:.0f} K")
print(f"ion-neutral cross-section       {sigma_cm2:.1e} cm^2")
print("PROFILE: M, x/L, x in cm, n/n0 (integrated equations)")
for target in (0.25, 0.5, 0.75, 1.0):
    xi = np.interp(target, mach, x_fluid)
    ni = np.interp(target, mach, n_fluid)
    print(f"  {target:.2f}  {xi/x_edge:.4f}  {xi/x_edge*L*100:.3f}  {ni:.4f}")
print("FLUID RESULTS")
print(f"nu*L/c, source ~ n              {edge_positions[0]:.4f}")
print(f"scaled edge, uniform source     {edge_positions[1]:.4f}")
print(f"scaled edge, source ~ n^2       {edge_positions[2]:.4f}")
print(f"mean density / n0               {mean_density:.4f}")
print(f"edge n/n0 without birth drag    {n_nodrag[-1]:.4f}")
print(f"edge n/n0 in a cylinder         {n_cylinder[-1]:.4f}")
print(f"ion sound speed c               {c/1000:.3f} km/s")
print(f"ionization frequency            {nu:.3e} s^-1")
print(f"implied rate coefficient        {nu/n_gas*1e6:.2e} cm^3/s")
print(f"edge density                    {n_fluid[-1]*n0_cm3:.2e} cm^-3")
print(f"edge ion flux                   {flux*1e-4:.3e} cm^-2 s^-1")
print(f"edge ion current density        {flux*sc.e*0.1:.3f} mA/cm^2")
print(f"centre-to-edge potential drop   {-Te_eV*np.log(n_fluid[-1]):.3f} V")
print(f"directed ion energy at edge     {0.5*mass*c**2/sc.e:.3f} eV")
print("FINITE DEBYE LENGTH (densities / central electron density)")
print(f"Debye length                    {debye*1e3:.4f} mm")
print(f"Debye length * nu/c             {eps:.3e}")
print(f"n_i, n_e at M=1                 {ni_s:.4f}, {ne_s:.4f}")
print(f"n_i, n_e, 4x Debye length       {ni_s4:.4f}, {ne_s4:.4f}")
print(f"nu*x/c at M=1                   {xs:.4f}")
print("KINETIC IONS")
print(f"edge potential drop / (kTe/e)   {s_kin**2:.4f}")
print(f"edge n/n0                       {n_kin:.4f}")
print(f"edge flux / (n0*c)              {flux_kin:.4f}")
print(f"edge mean speed / c             {mach_kin:.4f}")
print(f"edge mean square speed / c^2    {u2_kin:.4f}")
print(f"1/(1+M^2) at that mean speed    {1/(1+mach_kin**2):.4f}")
print(f"nu*L/c                          {x_kin:.4f}")
print("OTHER NEGLECTED EFFECTS, ONE AT A TIME")
print(f"ion-neutral mean free path      {mfp*100:.2f} cm")
print(f"edge n/n0 with friction         {n_fric:.4f}")
print(f"nu*L/c with friction            {x_fric:.4f}")
print(f"fraction lost to side wall      {side_fraction:.3f}")
print(f"edge n/n0 with side loss        {n_side:.4f}")
print(f"ion/electron temperature ratio  {Ti_eV/Te_eV:.5f}")
print(f"sound speed rise from warm ions {100*(np.sqrt(1+Ti_eV/Te_eV)-1):.2f} %")
print("checks complete")
```

It prints:

```
INPUTS
electron temperature            6.0 eV
ion mass                        40 u
central density                 1.0e+11 cm^-3
gap 2L                          10.0 cm
chamber radius                  25.0 cm
gas pressure                    0.50 mTorr
gas temperature                 400 K
ion-neutral cross-section       1.0e-14 cm^2
PROFILE: M, x/L, x in cm, n/n0 (integrated equations)
  0.25  0.4204  2.102  0.9412
  0.50  0.7486  3.743  0.8000
  0.75  0.9408  4.704  0.6400
  1.00  1.0000  5.000  0.5000
FLUID RESULTS
nu*L/c, source ~ n              0.5708
scaled edge, uniform source     0.5000
scaled edge, source ~ n^2       0.6667
mean density / n0               0.8760
edge n/n0 without birth drag    0.6065
edge n/n0 in a cylinder         0.4195
ion sound speed c               3.804 km/s
ionization frequency            4.343e+04 s^-1
implied rate coefficient        3.60e-09 cm^3/s
edge density                    5.00e+10 cm^-3
edge ion flux                   1.902e+16 cm^-2 s^-1
edge ion current density        3.048 mA/cm^2
centre-to-edge potential drop   4.159 V
directed ion energy at edge     3.000 eV
FINITE DEBYE LENGTH (densities / central electron density)
Debye length                    0.0576 mm
Debye length * nu/c             6.574e-04
n_i, n_e at M=1                 0.5012, 0.4989
n_i, n_e, 4x Debye length       0.5039, 0.4967
nu*x/c at M=1                   0.5732
KINETIC IONS
edge potential drop / (kTe/e)   0.8540
edge n/n0                       0.4257
edge flux / (n0*c)              0.4871
edge mean speed / c             1.1443
edge mean square speed / c^2    1.3491
1/(1+M^2) at that mean speed    0.4330
nu*L/c                          0.5721
OTHER NEGLECTED EFFECTS, ONE AT A TIME
ion-neutral mean free path      8.28 cm
edge n/n0 with friction         0.4668
nu*L/c with friction            0.5337
fraction lost to side wall      0.286
edge n/n0 with side loss        0.4722
ion/electron temperature ratio  0.00574
sound speed rise from warm ions 0.29 %
checks complete
```
